\section*{Why a Coherent Backscatter Trace Looks Noisy, and What Averaging Does}

\section{What a single trace gets wrong}

A swept laser measures the light returned by a waveguide, and a Fourier transform turns the spectrum into backscattered intensity against distance. If the guide is uniform, one might expect a straight line on a decibel scale, falling at twice the propagation loss. The trace instead jumps by several decibels from cell to cell. Read literally, the dips look like missing roughness and the peaks like defects. If the jumps are blamed on the detector, the natural remedy is to repeat the sweep, and this fails.

The jumps are interference between many scattered fields. Below, the mean signal, the interference and the detector noise are separated, and their effects on a loss measurement are compared.

\section{The smooth part: the mean}

Take one guided mode with time factor $e^{+i\omega t}$, so that the forward wave varies as $e^{-i\beta z}$. Let $\alpha$ be the one-way power attenuation and $\rho(z)$ the real, zero-mean backscatter coupling per unit length due to roughness. Light scattered once at $z$ travels there and back. Each passage multiplies the field by $e^{-\alpha z/2-i\beta z}$, so a guide of length $L$ has the reflection spectrum
\begin{equation}
r(\nu)=\int_0^L\rho(z)\,e^{-\alpha z}e^{-2i\beta(\nu)z}\,dz ,
\end{equation}
with a constant phase absorbed into the definition of $r$.

Select a window of width $B$ centred at $\nu_k$. With linear dispersion, $\beta=\beta_k+2\pi n_g(\nu-\nu_k)/c$, where $n_g$ is the group index. The trace is
\begin{align}
A_k(z)&=\frac1B\int_{\nu_k-B/2}^{\nu_k+B/2} r(\nu)\,e^{4\pi i n_g(\nu-\nu_k)z/c}\,d\nu\\
&=\int_0^L\rho(z')e^{-\alpha z'}e^{-2i\beta_kz'}h(z-z')\,dz',\\
h(u)&=\frac{\sin(\pi u/\delta)}{\pi u/\delta},\qquad \delta=\frac{c}{2n_gB}.
\end{align}
The second line follows by inserting $r$ and integrating over frequency first. The length $\delta$ is the resolution cell, and $\int h^2du=\delta$.

Let the roughness be statistically uniform, with $\langle\rho(z')\rho(z'')\rangle=C(z'-z'')$ and power spectrum $S(q)=\int C(u)e^{-iqu}du$. If $C$ is much narrower than a cell, the two factors $h$ in $\langle|A_k|^2\rangle$ can be taken at the same point. The integral over $u=z'-z''$ then gives $S(2\beta)$. With little attenuation inside a cell, and away from the guide ends,
\begin{equation}
m(z)\equiv\langle|A_k(z)|^2\rangle=S(2\beta)\,\delta\,e^{-2\alpha z}.
\end{equation}
This is the expected straight line. The brackets average over nominally identical guides, however, and a measurement sees one guide.

\section{The interference part: speckle}

\subsection{From few scatterers to many}

Consider first $N$ unit fields with independent, uniformly distributed phases. Then
\begin{equation}
I^2=\sum_{a,b,c,d}e^{i(\phi_a-\phi_b+\phi_c-\phi_d)} .
\end{equation}
A term survives averaging if $a=b,\ c=d$, which gives $N^2$ terms, or if $a=d,\ c=b$, which gives another $N^2$. The $N$ terms with all indices equal have been counted twice. Since $\langle I\rangle=N$,
\begin{equation}
\frac{\langle I^2\rangle}{\langle I\rangle^2}=\frac{2N^2-N}{N^2}=2-\frac1N .
\end{equation}
The relative variance is $1-1/N$. One scatterer gives no fluctuation. Adding scatterers does not smooth the signal; it drives the relative variance up to one.

\subsection{The exponential law}

A cell containing many roughness correlation lengths adds many nearly independent contributions. By the central limit theorem, $A=X+iY$ becomes Gaussian. Its remaining second moment is
\begin{equation}
\langle A^2\rangle\simeq S(0)\,e^{-2\alpha z}\int e^{-4i\beta z'}h^2(z-z')\,dz' .
\end{equation}
Here $z'$ is the midpoint of the two scattering positions. The phase does not depend on their separation, so the integral of $C$ over the separation gives $S(0)$. The spatial spectrum of $h^2$ ends at $2\pi/\delta$. When a cell holds many half guided wavelengths, $4\beta$ lies far beyond that edge and the integral vanishes. Since $\langle A^2\rangle=\langle X^2\rangle-\langle Y^2\rangle+2i\langle XY\rangle$, the two quadratures are uncorrelated and each has variance $m/2$. Their joint density is $e^{-(X^2+Y^2)/m}/(\pi m)$. Using $dX\,dY=\tfrac12\,dI\,d\phi$ and integrating over $\phi$ from $0$ to $2\pi$,
\begin{equation}
p(I)=\frac1m e^{-I/m},\qquad \langle I^2\rangle=2m^2,\qquad \frac{\sigma_I}{m}=1 .
\end{equation}
The standard deviation equals the mean, independent of $S$, as long as single scattering holds; when $S\delta$ approaches one, multiple scattering breaks this law. The most probable intensity is zero, and a fraction $1-e^{-0.1}=9.5\%$ of cells lie more than 10 dB below the mean.

\section{The detector part, and why repetition fails}

Add to $A$ a circular Gaussian noise field $n$ of mean power $sm$, fresh in each sweep:
\begin{equation}
|A+n|^2=I+2\,\mathrm{Re}(A^*n)+|n|^2 .
\end{equation}
For a given guide $A$ is fixed. The second term has variance $2Ism$, the third has variance $s^2m^2$, and their covariance is zero because it contains an odd number of noise fields. Averaging $R$ sweeps divides these variances by $R$ but leaves the variance $m^2$ of $I$ between cells untouched:
\begin{equation}
\frac{\sigma}{\text{mean}}=\frac{\sqrt{1+(2s+s^2)/R}}{1+s}.
\end{equation}
For $s=0.05$ and $R=16$ this is 0.955. The value is below one only because the mean noise power $sm$ remains as a constant background. Repetition averages out the fluctuations of the detector noise but keeps the speckle, which is a frozen property of the guide.

The same algebra describes a strong discrete reflector of power $P$ in the cell. The mean becomes $P+m$ and the variance $m^2+2Pm$. For $P=m$ the relative spread is $\sqrt3/2=0.87$, and for $P\gg m$ it tends to zero. The exponential law therefore requires that any single reflector be weak compared with the mean scattered power, $P\ll m$.

\section{New spectral windows}

A change of optical frequency alters the relative phases of scatterers within a cell. For two windows whose centres differ by $\Delta$, with $S$ nearly equal in both,
\begin{equation}
\langle A_jA_k^*\rangle=S\,e^{-2\alpha z}\int e^{-2i(\beta_j-\beta_k)z'}h^2(z-z')\,dz' .
\end{equation}
Since $h$ is the Fourier transform of a rectangular window, the transform of $h^2$ measures the overlap of two such windows. The normalized correlation has magnitude
\begin{equation}
|\mu_{jk}|=1-\frac{|\Delta|}{B}\quad(|\Delta|\le B),\qquad |\mu_{jk}|=0\quad(|\Delta|>B).
\end{equation}
For jointly Gaussian circular fields, the fourth moment splits into pairs:
\begin{equation}
\langle I_jI_k\rangle=m^2+|\langle A_jA_k^*\rangle|^2=m^2(1+|\mu_{jk}|^2).
\end{equation}
The intensity correlation is thus $|\mu_{jk}|^2$. Disjoint windows are uncorrelated and, being jointly Gaussian, independent. For the average $\bar I$ of $M$ windows,
\begin{equation}
\frac{\mathrm{Var}\,\bar I}{m^2}=\frac1{M^2}\sum_{j,k}|\mu_{jk}|^2
\;\longrightarrow\;\frac1M\quad\text{(disjoint windows)}.
\end{equation}
The full distribution follows from $\langle e^{-tI}\rangle=(1+tm)^{-1}$. Independence gives $\langle e^{-t\bar I}\rangle=(1+tm/M)^{-M}$, the transform of the gamma density
\begin{equation}
p(\bar I)=\frac{M^M\bar I^{M-1}}{\Gamma(M)\,m^M}\,e^{-M\bar I/m}.
\end{equation}

Bandwidth is the price. At fixed total sweep $W=MB$, the cell is $M$ times longer than the full sweep allows. Averaging $M$ neighbouring cells of the full-sweep trace also gives $1/\sqrt M$, because fields a whole number $n\neq0$ of cells apart are uncorrelated: $\int h(u)h(u+n\delta)\,du=0$. Splitting a fixed sweep trades resolution for smoothness. Reducing the spread at fixed resolution with disjoint windows takes a wider sweep.

\section{Weighing the parts in a loss measurement}

Loss is fitted to decibels, so the spread of the logarithm is needed. For $x=\bar I/m$, the gamma law gives $\langle x^t\rangle=\Gamma(M+t)/[\Gamma(M)M^t]$. The first two derivatives of its logarithm at $t=0$ are the mean and variance of $\ln x$. With $K=10/\ln10=4.343$ dB,
\begin{equation}
b_M=K[\psi(M)-\ln M],\qquad s_M=K\sqrt{\psi'(M)},
\end{equation}
where $\psi=\Gamma'/\Gamma$. For $M=1$, $\psi'(1)=\pi^2/6$ and $s_1=5.57$ dB.

Let $a$ be the one-way loss in dB per length, and let the trace be $D_j=\text{const}-2az_j+\epsilon_j$. Least squares gives
\begin{equation}
\hat a=-\frac{\sum_j(z_j-\bar z)D_j}{2Q}=a-\frac{\sum_j(z_j-\bar z)\epsilon_j}{2Q},\quad Q=\sum_j(z_j-\bar z)^2 .
\end{equation}
The constant bias $b_M$ drops out because $\sum_j(z_j-\bar z)=0$. Independent cells give
\begin{equation}
\sigma_a=\frac{s_M}{2\sqrt Q}.
\end{equation}

\subsection{A 3 cm guide}

Take $n_{\rm eff}=2.4$, $n_g=4.2$, a wavelength of 1550 nm, a loss of 2 dB/cm and $S=3\times10^{-4}$ mm$^{-1}$. A 4.06 THz (32.5 nm) sweep is cut into 16 windows of 253.8 GHz. The cell is 8.79 µm for the full sweep and $16\times8.79=140.6$ µm for one window, whose mean reflectance at the input is $S\delta=4.2\times10^{-5}$, or about $-44$ dB.

To see whether a real-valued roughness profile produces these laws, 64 guides were simulated with $\rho=\pm\sigma$, the sign flipping at random with a 50 nm correlation length on a 20 nm grid. For this profile $S(q)=2\sigma^2\ell/(1+q^2\ell^2)$, with $\ell=50$ nm, so the chosen $S$ requires $\sigma=2.42$ mm$^{-1}$. Discrete Fourier transforms gave the spectra and traces. A full-sweep cell spans 176 correlation lengths and 27 half guided wavelengths. After division by the known decay, the full-sweep relative spread was 0.997, and 9.6\% of cells lay more than 10 dB below the mean. The mean was 2.6\% above $S\delta$, as the discrete sum of the roughness correlation on this grid predicts.

Loss was fitted over 199 window cells between 0.11 and 2.90 cm. Equal spacing gives
\begin{equation}
Q=\frac{\delta^2\,199(199^2-1)}{12}=130\ \text{cm}^2,\qquad
\sigma_a=\frac{5.57}{2\times11.4}=0.244\ \text{dB/cm}
\end{equation}
for one window. In the table the cell is held at 140.6 µm, so a larger $M$ uses more of the sweep. Each pair reads law / simulation.
\begin{center}
\begin{tabular}{cccc}
$M$ & relative spread & $s_M$ (dB) & $\sigma_a$ (dB/cm)\\ \hline
1 & 1.000 / 0.995 & 5.57 / 5.56 & 0.244 / 0.249\\
4 & 0.500 / 0.498 & 2.31 / 2.30 & 0.102 / 0.104\\
16 & 0.250 / 0.248 & 1.10 / 1.10 & 0.048 / 0.057
\end{tabular}
\end{center}
The last simulated loss error is 17\% above the law. It rests on 64 fits, which fix a standard deviation to about 9\%, so the excess is about two sampling errors and does not by itself establish a departure. The mean fitted loss was 1.993 dB/cm; sidelobes of the rectangular window leak power from strong cells into weak ones and lower the slope by about 0.007 dB/cm, well below $\sigma_a$.

One window leaves a 12\% standard error on the 2 dB/cm loss, and sixteen leave 2.4\%. By contrast, 16 repeated sweeps with detector noise at 5\% of the local mean signal gave a simulated relative spread of 0.946. Averaging 16 neighbouring full-sweep cells gave 0.248, matching the 16 windows.

The order of operations also matters. Averaging 16 logarithms gives a spread of $5.57/4=1.39$ dB, against 1.10 dB when power is averaged first, because the logarithm stretches the deep fades.

Half-overlapped windows smooth each cell further but do not sharpen the loss fit. The same sweep holds 31 of them, with 30 neighbouring pairs of intensity correlation $1/4$. The double sum is $31+2\times30/4=46$, so the effective number is $31^2/46=20.9$: more than 16, but fewer than 31. This number describes a single cell. Two half-overlapped windows are also correlated between cells $n$ apart, with field correlation of magnitude $|\sin(\pi n/2)|/(\pi|n|)$, and the squares summed over all $n$, including $n=0$, give $1/2$ instead of $1/4$. A slope fitted over many cells therefore sees $31+2\times30/2=61$, an effective number $31^2/61=15.8$, and $\sigma_a$ stays essentially at its 16-window value.

\subsection{Beside a real silicon guide}

The indices and loss are rough values for a silicon-on-insulator strip guide. The backscatter coefficient depends strongly on geometry and sidewalls; while scattering stays weak, it moves the mean level and not the relative spread. Linear dispersion is the assumption that fails most clearly. A change $2\pi\beta_2W$ in inverse group velocity spreads the apparent far-end position by $v_g\beta_2L\,2\pi W$, where $v_g=c/n_g$. For a rough $\beta_2=1.5$ ps$^2$/m this is 82 µm, about nine full-sweep cells, so the finest resolution needs dispersion compensation. Within one window it is 5 µm, or 4\% of the cell, but the first and last windows place the far end $82\times15/16=77$ µm apart, over half a cell, so the windows must be realigned with their own group indices if the average is to keep the 140.6 µm resolution. Real guides also have facets. The sidelobe envelope of a $-30$ dB facet reflection carries 4\% of the mean signal at the first fitted cell; put into the reflector formula, this changes the relative spread by less than 0.1\%. That level assumes a coated, angled or tapered facet. A bare facet near $-8$ dB has a sidelobe envelope about seven times the mean signal at that cell, which breaks the condition $P\ll m$ and biases the slope, unless a tapered spectral window or a larger margin is used.

Other neglected effects are smaller here. Light scattered three times, at $z_1$, $z_2$ and $z_3$, appears at $z=z_1-z_2+z_3$. The allowed pairs $(z_1-z_2,\,z_3-z_2)$ cover an area $z^2/2$, and each path interferes constructively with its reverse, doubling the mean power. Relative to single scattering this gives $(Sz)^2=(3\times10^{-4}\times30)^2=8\times10^{-5}$ at the far end. This ratio grows as $S^2$. A rough effective-index estimate of the backward coupling, which is about half the forward slope $dn_{\rm eff}/dw$ because the longitudinal field enters with the opposite sign, ties the chosen $\sigma$ to a roughness of about half a nanometre per wall. A guide with 2 to 3 nm roughness can then have $S$ roughly ten to forty times larger, and a factor of thirty already gives 7\% at this leading order, with $\alpha$ understood to include the backscatter loss. At fixed $\sigma$, $S$ changes across the sweep by about 1.8\% either way from its central value (the wavelength dependence of the coupling itself adds a geometry-dependent change of comparable size), and the round-trip loss across a window cell is 0.06 dB. The detector floor is flat while the signal falls by 12 dB, so an unsubtracted floor flattens the slope: in a single sweep, at 5\% of the input signal it lowers the fitted loss by 0.36 dB/cm, and at 5\% of the far-end signal by 0.03 dB/cm. For one window averaged over 16 repeated sweeps the steady floor also fills the fades, more so at the far end, and these figures grow to about 0.6 and 0.1 dB/cm. With the floor well below the far-end signal, speckle sets the precision of a one-window loss fit for this guide, and new optical bandwidth reduces it where repetition cannot.
